# Zero-padding interpolates a spectrum; the record length sets its resolution

## Definitions and conventions

A molecule in its ground state $|0\rangle$, with energy zero and no permanent dipole, is struck at $t=0$ by a field impulse $K\delta(t)$. The coupling is $-\hat\mu K\delta(t)$, so the state just afterwards is, to first order in $K$,

$$|\psi(0^+)\rangle=e^{iK\hat\mu/\hbar}|0\rangle\approx|0\rangle+\frac{iK}{\hbar}\sum_j\mu_j|j\rangle,\qquad \mu_j=\langle j|\hat\mu|0\rangle .$$

Each excited state then acquires the phase $e^{-i\omega_jt}$. The dipole is twice the real part of the cross terms with $|0\rangle$, and since $\mathrm{Re}(ie^{-i\theta})=\sin\theta$,

$$d(t)=2\,\mathrm{Re}\sum_j\frac{iK}{\hbar}|\mu_j|^2e^{-i\omega_jt}=\frac{2K}{\hbar}\sum_j|\mu_j|^2\sin\omega_jt .$$

Take two excited states with equal dipoles $|\mu_j|=\mu$ and divide by the common amplitude $d_0=2K\mu^2/\hbar$. The signal is $s(t)=\sin\omega_1t+\sin\omega_2t$, with separation $\delta=\omega_2-\omega_1>0$.

The signal is known at $t_n=n\Delta t$, $n=0,\dots,N-1$, and the record length is $T=N\Delta t$. A window $w(t)$ may multiply it; write $f=ws$ and $f_n=f(t_n)$. The spectrum is

$$F(\omega)=\Delta t\sum_{n=0}^{N-1}f_n\,e^{i\omega t_n},\qquad S(\omega)=\mathrm{Im}\,F(\omega). \tag{1}$$

With this sign in the exponent, $S$ is the absorptive part, positive at the centre of a line. Times are in fs and frequencies are quoted as energies $\hbar\omega$ in eV, so the angular frequency $2\pi/T$ corresponds to the energy $h/T$.

## The belief and its appeal

A fast Fourier transform of $N$ samples returns $F$ at points $h/T$ apart. If zeros are appended until the array has $pN$ entries, the points lie $h/(pT)$ apart. The belief is that this finer spacing is a finer resolution, so that two lines merged in the short record can be separated by enough padding.

The evidence can look favourable. The padded curve is smoother, the position of a peak can be read more closely, and sometimes a second peak appears that the unpadded plot did not show. All three effects are real. What has to be decided is whether padding changes the spectral function or only the points at which it is drawn.

## Padding evaluates the same function

The padded transform at index $k$ is

$$\Delta t\sum_{n=0}^{pN-1}f_n\,e^{2\pi ikn/(pN)}=\Delta t\sum_{n=0}^{N-1}f_n\,e^{2\pi ikn/(pN)}=F\!\left(\frac{2\pi k}{pN\Delta t}\right),$$

because the added entries are zero. It is the function (1), with the same $N$ terms, at more closely spaced frequencies.

The unpadded values already determine that function everywhere. Let $\omega_k=2\pi k/T$, $k=0,\dots,N-1$. Since $\sum_ke^{2\pi ik(m-n)/N}=N\delta_{mn}$ for $m$ and $n$ between $0$ and $N-1$, the samples can be recovered:

$$f_n=\frac{1}{N\Delta t}\sum_{k=0}^{N-1}F(\omega_k)e^{-i\omega_kt_n}.$$

Inserting this in (1) and exchanging the sums gives

$$F(\omega)=\sum_{k=0}^{N-1}F(\omega_k)\,D(\omega-\omega_k),\qquad D(x)=\frac1N\sum_{n=0}^{N-1}e^{ixn\Delta t}. \tag{2}$$

The geometric sum is $(e^{ixN\Delta t}-1)/(e^{ix\Delta t}-1)$. Taking half of each phase out of numerator and denominator,

$$D(x)=e^{ix(N-1)\Delta t/2}\,\frac{\sin(Nx\Delta t/2)}{N\sin(x\Delta t/2)} .$$

Every padded value is therefore a fixed linear combination of the unpadded ones. This is interpolation in the strict sense.

Equation (2) needs the complex values. The imaginary parts alone, on the coarse grid, are not enough: since $\sin[2\pi k(N-n)/N]=-\sin(2\pi kn/N)$, the samples $f_n$ and $f_{N-n}$ enter $S(\omega_k)$ only through their difference. With $p=2$ the partner of $f_n$ is the entry $2N-n$, which is zero for $1\le n\le N-1$, and the ambiguity is gone ($f_0=0$ here). A padded plot of $S$ can thus show a feature that the unpadded plot of $S$ misses, although the unpadded complex data contained it.

## What the time step does, and what the record length does

Poisson summation separates the two. Let $F_c(\omega)=\int_0^Tf(t)e^{i\omega t}dt$ be the transform of the continuous record, and form the periodic function $g(\omega)=\sum_mF_c(\omega+2\pi m/\Delta t)$, summed symmetrically in $m$. Its Fourier series is $g=\sum_nc_ne^{i\omega n\Delta t}$ with

$$c_n=\frac{\Delta t}{2\pi}\int_0^{2\pi/\Delta t}g(\omega)e^{-i\omega n\Delta t}d\omega=\frac{\Delta t}{2\pi}\int_{-\infty}^{\infty}F_c(\omega)e^{-i\omega n\Delta t}d\omega .$$

The shifted intervals join into the whole axis because $e^{2\pi imn}=1$. The last expression is $\Delta t$ times the inverse transform of $F_c$ at $n\Delta t$: it gives $\Delta t f(n\Delta t)$ inside the record, zero outside, and half the value at the ends, where the record jumps to zero. The sum (1) counts $f(0)$ fully and omits $f(T)$, so

$$F(\omega)=\sum_mF_c\!\left(\omega+\frac{2\pi m}{\Delta t}\right)+\frac{\Delta t}{2}\left[f(0)-f(T)e^{i\omega T}\right]. \tag{3}$$

The time step sets the distance $h/\Delta t$ between copies of the spectrum. For $\Delta t=0.05$ fs this is 82.7 eV, far from the lines near 5 eV used below. The record length sets the shape of each copy through the upper limit of $F_c$. The padding factor does not appear.

## The width of a line

For small $\Delta t$ the term $m=0$ dominates; the other copies and the end term of (3), which is of order $\Delta t$, are dropped. Using $\sin a\sin b=\tfrac12[\cos(a-b)-\cos(a+b)]$,

$$S(\omega)\approx\frac12\sum_{j=1}^{2}\left[L(\omega-\omega_j)-L(\omega+\omega_j)\right],\qquad L(x)=\int_0^Tw(t)\cos(xt)\,dt . \tag{4}$$

Without a window, $L(x)=\sin(xT)/x$. Its height is $T$ and its first zero lies at $x=\pi/T$, not $2\pi/T$. The modulus of the one-sided transform behaves differently:

$$\left|\int_0^Te^{ixt}dt\right|=\left|\frac{\sin(xT/2)}{x/2}\right|,$$

which first vanishes at $2\pi/T$ and still equals $2T/\pi=0.637\,T$ at $\pi/T$. The absorptive part is narrower because it is the transform of an even function on $[-T,T]$, of length $2T$; it uses the knowledge that the signal starts at $t=0$ as a pure sine. So $2\pi/T$ is a scale, and the factor in front depends on which spectrum is drawn.

It also depends on the window. For $w=\cos^2(\pi t/2T)=\tfrac12+\tfrac12\cos(\pi t/T)$, the same product rule gives, with $v=xT$ and $j(v)=\sin v/v$,

$$L=T\left[\tfrac12j(v)+\tfrac14j(v-\pi)+\tfrac14j(v+\pi)\right].$$

Hence $L=T/2$ at $v=0$ and $L=T/4$ at $v=\pi$. Between them $L$ falls steadily, since $dL/dx=-\int_0^Ttw\sin(xt)dt<0$ for $0<xT\le\pi$. The full width at half maximum is exactly $2\pi/T$.

The third choice is exponential damping, $w=e^{-\gamma t}$, for which

$$L(x)=\frac{\gamma+e^{-\gamma T}(x\sin xT-\gamma\cos xT)}{\gamma^2+x^2}.$$

Here $\gamma T=\ln100$, so the window falls to one percent at $T$.

## When two lines separate

The negative-frequency term in (4) is small: without a window the term of one line is at most about $1/(2\omega T)$ of that line's peak, or 0.3 percent at 5.05 eV and 20 fs. Drop it, and let $\epsilon$ be the distance from the midpoint of the lines. Since $L$ is even,

$$S\approx\tfrac12\left[L(\tfrac\delta2+\epsilon)+L(\tfrac\delta2-\epsilon)\right]=L(\tfrac\delta2)+\tfrac12L''(\tfrac\delta2)\,\epsilon^2+\dots$$

The midpoint is a maximum if $L''(\delta/2)<0$ and a dip if $L''(\delta/2)>0$. Differentiating (4) twice and setting $t=uT$, $y=\delta T/2$,

$$L''(\tfrac\delta2)=-T^3\int_0^1u^2\,w(uT)\cos(yu)\,du . \tag{5}$$

For small $y$ the integral is positive and the lines are merged. The dip first appears at the smallest zero $y_0$, that is, at the separation

$$\delta_c=\frac{2y_0}{T}=c\,\frac{2\pi}{T},\qquad c=\frac{y_0}{\pi}.$$

Each of the three windows depends on $t/T$ alone, so $c$ is a pure number. Without a window, integrating by parts twice gives

$$\int_0^1u^2\cos(yu)\,du=\frac{\sin y}{y}+\frac{2\cos y}{y^2}-\frac{2\sin y}{y^3}=0\;\Rightarrow\;\tan y=\frac{2y}{2-y^2},$$

with $y_0=2.082$ and $c=0.663$. For the other windows the integral was evaluated by Gauss–Legendre quadrature and its first zero found by bracketing. Widths and thresholds are in units of $2\pi/T$; the last column is the lowest value of $L$ relative to $L(0)$.

| window | full width | $c$ | lowest lobe |
|---|---|---|---|
| none | 0.603 | 0.663 | −21.7 % |
| $\cos^2$ | 1.000 | 0.942 | −2.7 % |
| exponential | 1.467 | 0.958 | −0.0025 % |

The damping windows suppress the negative lobes, and they pay for it with a larger threshold. The small exponential entry does not mean small wings. Since $|x\sin xT-\gamma\cos xT|\le\sqrt{x^2+\gamma^2}$, that line stays positive out to $x\approx100\gamma$, and nearer in it falls roughly as $\gamma^2/(\gamma^2+x^2)$, still about one fifth of the peak at $x=2\gamma$. Full width and threshold are different measures: the exponential line is much wider than the $\cos^2$ line at half height, yet their thresholds nearly agree. That near agreement belongs to the choice $\gamma T=\ln100$: the exponential value of $c$ tends to the unwindowed 0.663 as $\gamma T\to0$ and, as shown below, grows like $\gamma T/(\sqrt3\,\pi)$ for large $\gamma T$. These values of $c$ hold for equal lines that both start as pure sines at $t=0$; another common phase mixes a dispersive part into $S$ and changes the threshold. For unequal strengths the midpoint has no special role and the criterion must be changed.

## The number that decides

Place the lines at 5.00 and 5.10 eV, sample every 0.05 fs, and compute $S$ by padded fast Fourier transform, counting maxima higher than half the highest value.

For $T=20$ fs, $h/T=0.2068$ eV and the separation is $0.10/0.2068=0.484$ in units of $h/T$, below all three thresholds. Without a window the number of peaks is one for $p=1,2,4,16$ and $64$. At $p=64$ the points are 0.0032 eV apart, about thirty times closer than the lines, and the spectrum still has a single peak at 5.050 eV, where there is no line. If the grid spacing were the resolution, this pair would be separated with ease. A true record of $64\times20=1280$ fs would have $h/T=0.0032$ eV; the zeros supply its grid but none of its data.

For $T=30$ fs the separation is 0.725, above 0.663 but below 0.942. The unwindowed spectrum should split and the damped ones should not. At $p=64$, on a grid of step 0.0022 eV, the former has its highest points at 4.997 and 5.103 eV, with the midpoint at 0.858 of the highest peak, while both damped spectra have one peak, with its highest grid point at 5.049 eV and its true maximum at 5.050 eV. This case also explains the appeal of the belief: the unwindowed plot shows one peak for $p=1$ and $p=2$, and two already for $p=3$, and likewise for $p=4$, $16$ and $64$. Padding has revealed a dip, but the dip belongs to $F$ at $T=30$ fs. At 20 fs there was none to reveal.

For $T=60$ fs the separation is 1.451 and every window gives two peaks. Without a window the highest grid points (step 0.0011 eV) lie at 5.004 and 5.096 eV.

Resolved peaks need not sit at the true energies. Near the lower line, at distance $x$ above it, the maximum obeys $L'(x)+L'(x-\delta)=0$. With $L'$ odd and $L''$ even, to first order in $x$,

$$x=\frac{L'(\delta)}{L''(0)+L''(\delta)} .$$

For $L=\sin(xT)/x$ this gives $x=-0.112/T$ at 30 fs and $x=+0.315/T$ at 60 fs. Multiplied by $\hbar$, these are shifts of $-0.0025$ and $+0.0035$ eV: outward in the first case, inward in the second, as found. Solving the condition without the first-order step gives $-0.0024$ and $+0.0033$ eV. At 30 fs the negative-frequency terms, dropped here, reduce the shift of the lower line further, to about $-0.0020$ eV; for the upper line they and the end term of (3) together bring the shift from $+0.0024$ to about $+0.0018$ eV. At 60 fs these terms hardly matter. The neighbour's side lobe is the main cause of the shift, and finer padding only displays it more precisely.

## Damping that does not scale with the record

If the decay rate $\gamma$ is fixed, by a physical lifetime or by choice, a longer record helps only up to a point. For $\gamma T\gg1$ the line becomes $L=\gamma/(\gamma^2+x^2)$, with

$$L''(x)=\frac{2\gamma(3x^2-\gamma^2)}{(\gamma^2+x^2)^3},$$

which vanishes at $x=\gamma/\sqrt3$. The threshold tends to $\delta_c=2\gamma/\sqrt3$, independent of $T$. For $\hbar\gamma=0.10$ eV this is 0.1155 eV. The first zero of (5), found numerically, gives 0.1313 eV at 30 fs, 0.1149 eV at 60 fs and 0.1155 eV at 120 fs.

The value at 60 fs lies slightly below the limit. The part of the integral cut off at $T$ is, to leading order in $1/T$,

$$\int_T^\infty t^2e^{-\gamma t}\cos(xt)\,dt\approx T^2e^{-\gamma T}\,\mathrm{Re}\,\frac{e^{ixT}}{\gamma-ix},$$

and at $x=\gamma/\sqrt3$ its sign is that of $\cos(\gamma T/\sqrt3+\pi/6)$. At 60 fs, $\gamma T=2\pi\times0.10/0.0689=9.12$ and the cosine is positive. Removing a positive part from an integral that vanishes makes $L''$ positive already at the limiting separation, so the threshold is lower. At 30 fs, $\gamma T=4.56$, the cosine is negative and the threshold is higher.

## What padding gives, and what it takes to go further

Padding does improve the reading of an isolated maximum. For a single line at 5.00 eV and $T=20$ fs, the highest point of the unpadded spectrum is at 4.963 eV; with $p=64$ it is at 5.002 eV. Locating one peak known to be single is a different task from deciding whether there are two.

Nor is $2\pi/T$ a limit on all knowledge of the frequencies. It limits the spectrum (1), which is the transform of the signal set to zero outside the record and uses no model of how the signal continues. Suppose it is known that the signal consists of exactly two undamped sinusoids. For samples $y_n$ with step $\tau$, each sinusoid satisfies $y_{n+1}+y_{n-1}=2C_jy_n$, with $C_j=\cos\omega_j\tau$. Applying the operation $y_n\to y_{n+1}+y_{n-1}-2C_jy_n$ for both $j$ in turn annihilates the sum:

$$y_{n+2}+y_{n-2}+a(y_{n+1}+y_{n-1})+b\,y_n=0,$$

$$a=-2(C_1+C_2),\qquad b=2+4C_1C_2 .$$

A least-squares fit gives $a$ and $b$, and $C_1,C_2$ are the roots of $4C^2+2aC+b-2=0$. The frequencies follow uniquely if $\omega_j\tau<\pi$. With $\tau=0.20$ fs and 100 samples, the same 20 fs that left the pair merged at every padding factor, the fit returns 5.000000 and 5.100000 eV. With random noise of rms size $10^{-5}d_0$ added, the rms error over 200 draws is about $1\times10^{-5}$ eV. This simple fit degrades quickly: the error is about $1.3\times10^{-3}$ eV at noise $10^{-3}d_0$ and about 0.07 eV, comparable to the separation itself, at $10^{-2}d_0$. The gain comes from the assumed form of the signal, and it is only as good as that assumption and the noise allow. Appended zeros bring no such assumption and no new data, so a pair merged in the function $F$ stays merged.
